# Two-sided bounds on composite permittivity from Fourier-preconditioned conjugate gradients

The static equations of a linear dielectric contain no length. Enlarge a periodic composite tenfold at fixed mean field, and every local field keeps its value at the corresponding point. Multiply every permittivity by one factor, and the fields stay while the flux takes the factor. The effective relative permittivity of particles in a matrix $\varepsilon_m$ must therefore have the form

$$\varepsilon^*=\varepsilon_m\,F(\text{shape and arrangement},\ \varepsilon_p/\varepsilon_m).$$

Cell size is absent. On a grid with $N$ voxels per cell edge, any dependence on $N$ is numerical error. The other critical parameter is the contrast $\kappa=\varepsilon_{\max}/\varepsilon_{\min}$.

The naive scheme puts a potential on the grid, runs conjugate gradients until the residual is small, and quotes the result. Three things go wrong: the iteration count grows with $N$, a small residual says nothing about discretization error, and refining a voxel image converges to the permittivity of its staircase, not of the particle. Each failure calls for its own remedy.

## What is being minimized

Let $\varepsilon(x)$ be the small-signal relative permittivity tensor, constant in each voxel and diagonal in the grid axes. Let $q=\varepsilon e$ be the flux divided by $\varepsilon_0$, and write $e=E+\nabla u$, with $E$ the mean field and $u$ periodic (minus the fluctuating potential). Angle brackets are cell averages, and $\langle q\rangle=\varepsilon^*E$ defines $\varepsilon^*$.

For the true $u$, $q$ has no divergence, so integration by parts gives $\langle\nabla v\cdot q\rangle=0$ for every periodic $v$. Replacing $u$ by $u+v$ makes the cross term vanish:

$$\langle(e+\nabla v)\cdot\varepsilon(e+\nabla v)\rangle=\langle e\cdot\varepsilon e\rangle+\langle\nabla v\cdot\varepsilon\nabla v\rangle .$$

The last term is not negative, and $\langle e\cdot q\rangle=E\cdot\langle q\rangle=E\cdot\varepsilon^*E$. Every trial potential thus gives an upper bound.

For a lower bound take any periodic, divergence-free $\tilde q$. Then $\langle\tilde q\cdot e\rangle=E\cdot\langle\tilde q\rangle$, and the Cauchy–Schwarz inequality gives

$$(E\cdot\langle\tilde q\rangle)^2\le\langle\tilde q\cdot\varepsilon^{-1}\tilde q\rangle\,\langle e\cdot\varepsilon e\rangle,
\qquad
E\cdot\varepsilon^*E\ge\frac{(E\cdot\langle\tilde q\rangle)^2}{\langle\tilde q\cdot\varepsilon^{-1}\tilde q\rangle}.$$

## An admissible potential

A bound requires the energy of a real, continuous trial function, so $u$ is interpolated trilinearly from the voxel corners. Take the voxel edge as unit length. Along each axis let $D$ be the difference of neighbouring values and $A$ their average. A linear function on $0\le t\le1$ with mean $m$ and difference $\delta$ is $m+\delta(t-\tfrac12)$, and

$$\int_0^1[m+\delta(t-\tfrac12)]^2dt=m^2+\frac{\delta^2}{12}.$$

The derivative $\partial_xu$ is constant in $x$ and linear in $y$ and in $z$ separately. Applying this integral twice gives

$$\int(\partial_xu)^2=(D_xA_yA_zu)^2+\frac{(D_xD_yA_zu)^2+(D_xA_yD_zu)^2}{12}+\frac{(D_xD_yD_zu)^2}{144}.$$

The other derivatives follow by permutation and share the mixed terms. The voxel energy is therefore a sum of seven squares. The three with one $D$ have weights $\varepsilon_x,\varepsilon_y,\varepsilon_z$. The term $D_xD_yA_z$ has $(\varepsilon_x+\varepsilon_y)/12$, with two partners by permutation, and $D_xD_yD_z$ has $(\varepsilon_x+\varepsilon_y+\varepsilon_z)/144$.

Collect the seven operations in $G$ and the weights in $w$. The mean field enters as a constant $g$ in the one-$D$ terms. Setting the derivative of $(g+Gu)^Tw(g+Gu)$ to zero gives

$$Ku=b,\qquad K=G^TwG,\qquad b=-G^Twg .$$

## Removing the grid from the iteration count

Without preconditioning, a wave spanning the cell has an eigenvalue proportional to $(2\pi/N)^2$, while the largest eigenvalues do not shrink with $N$. The condition number grows as $N^2$, and the conjugate-gradient estimate derived below then grows as $N$. In the composite treated later, doubling $N$ from 12 to 24 raised the count from 234 to 502.

The long wave is slow because of the Laplacian, not the material. So use as preconditioner $K_0$, the same operator with $\varepsilon=1$ everywhere. Pointwise, $\varepsilon_{\min}|\nabla u|^2\le\nabla u\cdot\varepsilon\nabla u\le\varepsilon_{\max}|\nabla u|^2$. Integration gives

$$\varepsilon_{\min}\,u^TK_0u\le u^TKu\le\varepsilon_{\max}\,u^TK_0u .$$

With constants removed, the eigenvalues of $K_0^{-1}K$ lie between $\varepsilon_{\min}$ and $\varepsilon_{\max}$ for every $N$.

$K_0$ is a convolution, hence diagonal in Fourier space. For phase advance $k_i$ per voxel, $D_i$ contributes $s_i=4\sin^2(k_i/2)$, while $A_i^2+D_i^2/12$ contributes

$$m_i=\cos^2\frac{k_i}{2}+\frac13\sin^2\frac{k_i}{2}\ge\frac13,
\qquad
\widehat K_0=s_xm_ym_z+m_xs_ym_z+m_xm_ys_z .$$

This vanishes only at $k=0$, the constant mode, which is set to zero. Applying $K_0^{-1}$ takes a forward transform, a division and an inverse transform.

Start from $u=0$, $r=b$, $z=K_0^{-1}r$, $p=z$ and repeat

$$a=\frac{r^Tz}{p^TKp},\quad u\leftarrow u+ap,\quad r'=r-aKp,\quad z'=K_0^{-1}r',\quad p\leftarrow z'+\frac{r'^Tz'}{r^Tz}\,p .$$

The step $a$ minimizes the energy along $p$. The last factor makes the new direction $K$-orthogonal to the old one: $Kp=(r-r')/a$ and $z'^Tr=0$ give $z'^TKp=-r'^Tz'/a$, while $p^TKp=r^Tz/a$. For earlier directions $z'^TKp$ already vanishes, since $r'$ is orthogonal to all earlier $z$. Each iterate therefore minimizes the energy over all directions so far.

Its error is a polynomial $P_n(K_0^{-1}K)$, with $P_n(0)=1$, acting on the initial error, and no such polynomial does better in the energy norm. A Chebyshev polynomial $T_n$ scaled to the spectral interval is one candidate. It is at most $1/T_n(\zeta)$ there, with $\zeta=(\kappa+1)/(\kappa-1)$. Writing $\zeta=(t+t^{-1})/2$ gives $t=(\sqrt\kappa+1)/(\sqrt\kappa-1)$ and $T_n(\zeta)=(t^n+t^{-n})/2\ge t^n/2$. The energy-norm error thus falls at least as fast as $2\rho^n$, with $\rho=1/t$.

The residual is $K$ times the error, so $r^TK_0^{-1}r$ lies between $\varepsilon_{\min}$ and $\varepsilon_{\max}$ times the squared energy error. Hence

$$\frac{\|r_n\|}{\|r_0\|}\le2\sqrt\kappa\,\rho^n,\qquad \|r\|^2=r^TK_0^{-1}r .$$

For $\kappa=200$ and a reduction to $10^{-7}$, $\rho=13.142/15.142=0.868$ and $n\le\ln(2.83\times10^8)/0.1417=137.4$, so 138 iterations suffice. The nodal solver took 53, 52 and 51 at $N=12$, 24 and 48.

A dense calculation on a $4^3$ grid, with random permittivities from 1.18 to 49.78, tested the spectral statement. The preconditioned nodal eigenvalues ran from 16.1 to 35.7, inside the interval.

## An admissible flux

The nodal solution cannot supply the lower bound, because its flux $\varepsilon e$ generally jumps across voxel faces. A second discretization makes flux the primary object. Put potentials at voxel centres. Between two centres the flux crosses two half-voxels in series, so a potential difference $d$, mean field included, satisfies

$$d=\frac{q}{2\varepsilon_1}+\frac{q}{2\varepsilon_2},\qquad q=\frac{2\varepsilon_1\varepsilon_2}{\varepsilon_1+\varepsilon_2}\,d .$$

Demanding zero net outflow from each voxel gives another system $G^TwG\,u=b$, where $G$ now holds three differences. The harmonic weights also lie between $\varepsilon_{\min}$ and $\varepsilon_{\max}$, so the same iteration bound holds, with $\widehat K_0=s_x+s_y+s_z$. On the random grid the eigenvalues ran from 6.4 to 39.3.

A stopped iteration leaves a small imbalance, which would spoil the bound. One more Fourier solve removes it:

$$q\leftarrow q-GK_0^{-1}G^Tq,\qquad G^Tq\leftarrow G^Tq-K_0K_0^{-1}G^Tq=0 .$$

The correction consists of periodic differences, so it leaves the mean flux unchanged. Inside each voxel, let $q_x$ vary linearly between its face values $a$ and $b$, and likewise for $y$ and $z$. The divergence is then the voxel's net outflow, zero, and the normal flux is continuous. This is an admissible $\tilde q$, with

$$\int_0^1\frac{[a+(b-a)t]^2}{\varepsilon_x}dt=\frac{a^2+ab+b^2}{3\varepsilon_x}.$$

Apart from rounding, both bounds hold even if the iteration stops early; stopping early affects only their tightness. For equal layers of permittivity 1 and 20, both bounds reproduced the series value $2/(1+1/20)=1.905$ and the parallel value 10.5 to within a relative $2\times10^{-8}$.

## Contrast can defeat resolution

Preconditioning cures the solver, not the discretization. A two-dimensional checkerboard with permittivities 1 and $\kappa$ shows the difference. Rotate all vectors by $90^\circ$: the divergence-free $q$ becomes curl-free, and the curl-free $e$ becomes divergence-free. The rotated problem has local permittivity $1/\varepsilon$ and effective permittivity $1/\varepsilon^*$. But $1/\varepsilon$ is the original board, shifted by one square and divided by $\kappa$, so $1/\varepsilon^*=\varepsilon^*/\kappa$ and $\varepsilon^*=\sqrt\kappa$. Fourfold symmetry makes $\varepsilon^*$ a scalar.

Near a corner where four squares meet, seek a potential $r^\alpha f(\theta)$. In the high-permittivity sector $0<\theta<\pi/2$ take $f=a\cos[\alpha(\theta-\pi/4)]$, and in the next sector $f=b\sin[\alpha(3\pi/4-\theta)]$, with $f(\theta+\pi)=-f(\theta)$. Continuity of potential and normal flux at $\theta=\pi/2$ gives

$$a\cos\frac{\pi\alpha}{4}=b\sin\frac{\pi\alpha}{4},\qquad
\kappa a\sin\frac{\pi\alpha}{4}=b\cos\frac{\pi\alpha}{4},$$

and division gives $\tan^2(\pi\alpha/4)=1/\kappa$. The other interfaces follow by symmetry.

The field varies as $r^{\alpha-1}$. Within one pixel width $h$ of the corner the unresolved energy scales as $\int_0^hr^{2\alpha-2}r\,dr\propto h^{2\alpha}$. Farther out the field error is about $h\,r^{\alpha-2}$, and $h^2\int_hr^{2\alpha-4}r\,dr$ has the same scaling because $\alpha<1$. To leading order the bound errors should fall as $h^{2\alpha}$.

For $\kappa=10$ the prediction is $2\alpha=0.780$. Between 128 and 256 pixels per period, the logarithmic errors of the lower and upper bounds fell with exponents 0.779 and 0.780. At $\kappa=100$, $2\alpha$ is only 0.254. With 256 pixels the bounds were still 6.82 and 14.39 around the true value 10, and halving the logarithmic error requires about $2^{1/0.254}\approx15$ times as many pixels per edge. The midpoint, 10.6, is 6% too high, so the middle of a wide interval is not a certified value.

Separated particles behave differently. Outside a right-angled edge of a perfect conductor the free angle is $3\pi/2$. A potential vanishing on both faces is $r^{2/3}\sin(2\theta/3)$, so the exponent stays at $2/3$ as contrast diverges, and the edge contribution to the energy error scales as $h^{4/3}$.

## A BaTiO₃–polymer cell

Four spheres of diameter 120 nm occupy a cubic cell of edge 240 nm, slightly displaced from face-centred positions. Their volume fraction is 0.262 and the smallest gap is 28 nm. Rough room-temperature values are 2000 across the polar axis, 200 along it, and 10 for the polymer. The polar axes point along $x,y,z,z$. Each particle is assumed to hold antiparallel domains with no net polarization. Reversing the polarization leaves the permittivity tensor unchanged, so the domains need not be resolved if wall motion and piezoelectric strain are neglected. This holds only for 180° domains; 90° domains, or the reduced tetragonality possible in particles of this size, would change the tensor and are not modelled.

First freeze the 12-voxel image and subdivide its voxels. For field along $x$ the bounds are

- $N=12$: 20.88 to 24.59;
- $N=24$: 22.10 to 23.61;
- $N=48$: 22.61 to 23.21.

The widths are 3.71, 1.51 and 0.60. Successive ratios of 2.45 and 2.51 correspond to exponents 1.29 and 1.33, close to the edge estimate $4/3$. Attributing the convergence to edges remains a conjecture, since contrast is finite and vertices are present too.

Now voxelize the spheres afresh at each resolution. The intervals become 20.50 to 22.09 at $N=24$ and 20.32 to 21.07 at $N=48$. The last interval does not overlap that of the frozen image on the same grid. The two images differ in permittivity by at least $22.606-21.075=1.53$, about 7%, although the coarse image contains slightly less ferroelectric (0.2593 against 0.2619). The coarse voxel geometry, not the particle volume, is responsible.

The bounds do not cover the remaining difference between a 48-voxel staircase and a sphere. If that error is proportional to voxel size, an untested assumption, the midpoints 22.9 for the 12-voxel image and 20.7 for the 48-voxel image imply a remaining excess of $(22.9-20.7)/3\approx0.7$, hence about 20 for spheres.

A dipolar estimate gives an independent comparison. For a unit sphere in an external field $E_0$, let the inside field be $e$ and the outside potential $-E_0r\cos\theta+p\cos\theta/r^2$. The boundary conditions are $e=E_0-p$ and $\varepsilon_pe=\varepsilon_m(E_0+2p)$, so

$$\frac{e}{E_0}=\frac{3\varepsilon_m}{\varepsilon_p+2\varepsilon_m}=1-\beta,\qquad
\beta=\frac{\varepsilon_p-\varepsilon_m}{\varepsilon_p+2\varepsilon_m}.$$

Assume that the mean matrix field is $E_0$, and let $f_i$ be the particle volume fractions. The mean field is $E_0(1-\sum f_i\beta_i)$, and the flux in excess of $\varepsilon_m$ times it is $3\varepsilon_mE_0\sum f_i\beta_i$. Therefore

$$\varepsilon^*\simeq\varepsilon_m\left(1+\frac{3S}{1-S}\right),\qquad S=\sum_if_i\beta_i .$$

For field along $x$, three particles have $\beta=1990/2020=0.985$ and one has $190/220=0.864$. Then $S=0.262\times0.955=0.250$ and $\varepsilon^*\simeq20.0$, which supports the extrapolation. In a simple-cubic array with fraction 0.101 and contrast 10, the formula gives 1.2455 and the 48-voxel bounds are 1.2471 and 1.2556. The formula lies 0.0016 below the interval. For a cubic arrangement it is the Hashin–Shtrikman lower bound, so it cannot exceed the true value; the leading higher-multipole correction for spheres is only about $10^{-4}$, which leaves the staircase as the source of the gap.

The $N=48$ bounds are 20.25 to 21.00 along $y$ and 19.87 to 20.56 along $z$. With two polar axes along $z$ a lower value is expected there, and the dipolar formula gives 19.6. The overlapping intervals do not certify the order. The largest off-diagonal component is about 0.15 in the nodal solution; this is not converged, and smooth spheres give nearer 0.11.

Making the particles isotropic and holding the 24-voxel image fixed isolates the effect of contrast. From $\kappa=10$ to $10^4$, the interval moves from 17.5–18.2 to 21.3–23.1. Between $10^3$ and $10^4$ the midpoint changes by only 0.3%, because polarization has nearly expelled the field from the particles. Nodal iterations rise from 16 to 23 and face iterations from 20 to 47, while the guaranteed limit rises from 28 to 1071. Clustered eigenvalues would explain the slow growth, but this spectrum was not computed.

## Where the material departs from the model

The result, $\varepsilon^*\approx20$ or about 180 pF/m, describes small signals in this one nearly face-centred arrangement. Randomly placed particles at the same volume fraction were not calculated. The matrix value suits a polar fluoropolymer; many epoxies lie nearer 4. The particle values are rough, and the transverse permittivity of good crystals can be higher. On the 24-voxel grid, halving or doubling it shifts the midpoint by −1.0% or +0.5%. This is not an estimate of temperature dependence: the matrix permittivity also changes with temperature, and at high contrast $\varepsilon^*$ is nearly proportional to it. Wall motion that raised the polar response to 2000 would add 2.7%, and a 2 nm surface layer of permittivity 50 would subtract 1.8%. These shifts, all for field along $x$, are smaller than the interval on that grid and are not certified. They are inflated by the staircase: the dipolar formula gives −0.8%, +0.4%, +2.1% and −1.4% for the same four changes. Along $z$, where two particles are polar, the dipolar formula gives about twice the effect of a softer polar response. Piezoelectric strain is a further omission: antiparallel domains strain in opposite senses and can clamp each other. If this lowered the polar permittivity to 60, the dipolar estimate would fall by about 4% along $x$ and 8% along $z$. Agglomeration breaks the assumption of separated particles; its effect was not calculated.

Field strength sets a further limit. At a mean field of 0.001 MV/cm, the 99th-percentile polar field in the $x$-polar particle is 0.00024 MV/cm. It reaches a rough bulk coercive field of 0.001 MV/cm at a mean field near 0.004 MV/cm. Energy-storage capacitors can work at fields hundreds of times higher, where the particle response is hysteretic and lossy and the linear model no longer describes it. The magnitude of $\varepsilon^*$ is less exposed: wall motion can at most make the particles act as conductors, and $\beta=1$ in the dipolar formula adds only 3% along $x$ and 5% along $z$. The net polarization this requires, $3\varepsilon_0\varepsilon_mE/(1-f)$ with $f$ the total volume fraction, is about 3 µC/cm² at 0.8 MV/cm. Nonlinearity of the polar matrix, to which $\varepsilon^*$ is nearly proportional, is not modelled and can matter more. At the mean field of 0.001 MV/cm, the 99th-percentile induced polarization in the particles is 0.007 µC/cm², against a spontaneous value of roughly 26. The 99.9th-percentile matrix field is 3.8 times the mean, so if the linear model still held, a rough polymer strength of 3 MV/cm would be reached locally at a mean field of 0.8 MV/cm. All these percentiles include staircase edges and are not converged properties of smooth spheres. For smooth spheres the matrix factor is nearer 3.6, the polar field nearer 0.00020 MV/cm (coercivity near 0.005 MV/cm mean field), and the induced polarization nearer 0.004 µC/cm².

The domain assumption is essential. For a uniformly polarized sphere without applied field, the boundary conditions become $e=-p$ and $\varepsilon_ce+P/\varepsilon_0=2\varepsilon_mp$, where $\varepsilon_c$ is the polar permittivity. Hence $e=-P/[\varepsilon_0(\varepsilon_c+2\varepsilon_m)]$, or 1.3 MV/cm in magnitude. This is far above the coercive scale, and also outside the linear model: the induced polarization $\varepsilon_0(\varepsilon_c-1)|e|$ would be about 90% of $P$. The number is therefore not a prediction of the actual field, but its size indicates that an unscreened particle could not keep its bulk polarization as a single domain. A single domain would need screening charge.

Finally, the model neglects conduction. With rough conductivities of $10^{-9}$ S/m in the particle and $10^{-11}$ S/m in the polymer, an isolated sphere relaxes near 0.08 Hz along its polar axis and, by the same formula with permittivity 2000, near 0.009 Hz across it. A measurement at 1 kHz is well above both, while one near or below them needs a complex permittivity. The numerical output below gives the remaining digits; its paired iteration counts list the face solver first.

## Calculated quantities

```
Dense test: permittivity range 1.183 to 49.780
Dense test: nodal spectrum 16.110 to 35.728
Dense test: face spectrum 6.386 to 39.325
Checkerboard, 256 pixels per period, rates from 128 to 256:
 contrast 4: low 1.9987 exact 2.0000 up 2.0011
  rates low 1.181 up 1.181; corner theory 1.181
 contrast 10: low 3.1273 exact 3.1623 up 3.1934
  rates low 0.779 up 0.780; corner theory 0.780
 contrast 100: low 6.8192 exact 10.0000 up 14.3927
  rates low 0.261 up 0.261; corner theory 0.254
Sphere array: fraction 0.1008, dipolar theory 1.2455
Sphere array: low 1.2471, up 1.2556
Composite: cell 240 nm, particle diameter 120 nm
Smallest particle gap: 28.01 nm
Relative eps: across 2000, polar 200, matrix 10
Ideal particle volume fraction: 0.2618
Frozen 12-voxel image, field along x:
 N=12: low 20.8799 up 24.5866; iterations 75/53
 N=24: low 22.1001 up 23.6143; iterations 81/52
 N=48: low 22.6065 up 23.2094; iterations 83/51
Unpreconditioned nodal iterations, N=12,24: 234,502
Iteration bound at composite contrast: 138
Newly voxelized spheres, field along x:
 N=12: fraction 0.2593 low 20.8799 up 24.5866
 N=24: fraction 0.2617 low 20.4997 up 22.0884
 N=48: fraction 0.2619 low 20.3176 up 21.0744
N=48 eps_xx: low 20.3176, up 21.0744, mid 20.6960
N=48 eps_yy: low 20.2528, up 21.0006, mid 20.6267
N=48 eps_zz: low 19.8693, up 20.5648, mid 20.2170
Largest off-diagonal magnitude, nodal: 0.1455
Isotropic-particle contrast study at N=24:
 10: low 17.4663 up 18.1802; iter 20/16; bound 28
 100: low 20.7532 up 22.3903; iter 38/22; bound 96
 1000: low 21.2055 up 23.0145; iter 45/23; bound 321
 10000: low 21.2525 up 23.0801; iter 47/23; bound 1071
Mean field: 0.0010 MV/cm
99% polar-axis field: 0.000237 MV/cm
Mean field reaching rough coercivity: 0.00422 MV/cm
99% induced P: 0.007158 uC/cm2; rough Ps: 26.0 uC/cm2
99.9% matrix field factor: 3.839; breakdown mean 0.781 MV/cm
Single-domain depolarizing field: 1.335 MV/cm
Change, soft polar response: +2.683 %
Change, 2 nm surface layer, eps 50: -1.844 %
Change, half transverse eps: -1.047 %
Change, double transverse eps: +0.550 %
Rough conduction relaxation: 0.0833 Hz
```
